# The third-order gap between three-dimensional two-phase Hashin-Shtrikman bounds: verification in Python

```python
"""
Result under test: for an isotropic (or cubic) three-dimensional mixture of
phase 1 (relative permittivity k) and phase 2 (k+d, volume fraction f), the
Hashin-Shtrikman bounds differ by
    2 f (1-f) d^3 / ([3k+(1-f)d] [3k+(3-f)d]) = 2 f (1-f) d^3/(9 k^2) + O(d^4).
Independent evidence: symbolic algebra, coated-sphere boundary-value problems,
and a periodic field solver on small three-dimensional grids.
All permittivities are relative unless eps0 appears.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar


def hs_pair(k1, k2, f):
    """Bounds built on phase 1 and on phase 2 as comparison medium."""
    on_phase1 = k1 + f / (1 / (k2 - k1) + (1 - f) / (3 * k1))
    on_phase2 = k2 + (1 - f) / (1 / (k1 - k2) + f / (3 * k2))
    return on_phase1, on_phase2


def gap_closed(k, d, f):
    return 2*f*(1 - f)*d**3 / ((3*k + (1 - f)*d) * (3*k + (3 - f)*d))


def gap_leading(k, d, f):
    return 2*f*(1 - f)*d**3 / (9*k**2)


def coated_sphere(k_core, k_shell, core_fraction):
    """Permittivity of the outer medium in which the sphere is invisible,
    and the core field per unit applied field. Outer radius is 1."""
    a = core_fraction ** (1 / 3)
    # unknowns: core slope, shell slope, shell dipole coefficient
    matrix = np.array([[a, -a, -1 / a**2],
                       [k_core, -k_shell, 2 * k_shell / a**3],
                       [0.0, 1.0, 1.0]])
    core, slope, dipole = np.linalg.solve(matrix, [0.0, 0.0, 1.0])
    return k_shell * (slope - 2 * dipole), core


def sphere_pair(k1, k2, f):
    return coated_sphere(k2, k1, f)[0], coated_sphere(k1, k2, 1 - f)[0]


# ---- symbolic algebra -------------------------------------------------
ks, ds, fs = sp.symbols("k d f", positive=True)
low_s, up_s = hs_pair(ks, ks + ds, fs)
assert sp.simplify(up_s - low_s - gap_closed(ks, ds, fs)) == 0


def taylor(expr, order):
    rational = sp.cancel(sp.together(expr))
    return sp.simplify(sp.diff(rational, ds, order).subs(ds, 0)
                       / sp.factorial(order))


for order in range(3):
    assert sp.simplify(taylor(low_s, order) - taylor(up_s, order)) == 0
assert sp.simplify(taylor(low_s, 2) + fs*(1 - fs)/(3*ks)) == 0
assert sp.simplify(taylor(low_s, 3) - fs*(1 - fs)**2/(9*ks**2)) == 0
assert sp.simplify(taylor(up_s, 3) - fs*(1 - fs)*(3 - fs)/(9*ks**2)) == 0

# ---- coated spheres attain both bounds --------------------------------
for k1, k2, f in [(1.0, 2.9, 0.7), (2.3, 2.9, 0.7), (1.0, 9.0, 0.2),
                  (4.0, 1.5, 0.35)]:
    spheres = sphere_pair(k1, k2, f)
    assert np.allclose(spheres, hs_pair(k1, k2, f), rtol=1e-11)
    assert np.isclose(spheres[1] - spheres[0], gap_closed(k1, k2 - k1, f),
                      rtol=1e-9)
for f in (0.2, 0.5, 0.8):
    s_low, s_up = sphere_pair(1.0, 1.01, f)
    # the next order changes the ratio by about 0.01 here
    assert abs((s_up - s_low) / gap_leading(1.0, 0.01, f) - 1) < 0.02

# ---- periodic field solver --------------------------------------------
n = 15                                   # odd: no unpaired frequency
freq = np.fft.fftfreq(n) * n
q = np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
q2 = (q**2).sum(axis=0)
q2[0, 0, 0] = 1.0                        # q itself vanishes there


def grid_permittivity(perm, axis=0):
    """Mean displacement for a unit mean field along the axis."""
    ref = 0.5 * (perm.max() + perm.min())
    field = np.zeros((3, n, n, n))
    field[axis] = 1.0
    change = 1.0
    for _ in range(150):
        tau = np.fft.fftn((perm - ref) * field, axes=(1, 2, 3))
        new = np.fft.ifftn(-q * (q * tau).sum(axis=0) / (q2 * ref),
                           axes=(1, 2, 3)).real
        new[axis] += 1.0
        change = np.abs(new - field).max()
        field = new
        if change < 1e-15:
            break
    assert change < 1e-12
    return (perm * field[axis]).mean()


# Cell of 5x5x5 blocks; a block is classed by its sorted distances from centre.
distance = [0, 1, 2, 2, 1]
cubes5, plates5 = np.zeros((5, 5, 5)), np.zeros((5, 5, 5))
for i in range(5):
    for j in range(5):
        for m in range(5):
            kind = tuple(sorted((distance[i], distance[j], distance[m])))
            cubes5[i, j, m] = kind.count(0) == 0
            plates5[i, j, m] = (kind.count(0) == 1
                                or kind in ((1, 1, 1), (2, 2, 2)))
block = np.ones((3, 3, 3))
structures = {"cubes": np.kron(cubes5, block),
              "plates": np.kron(plates5, block)}
f_grid = structures["cubes"].mean()
assert np.isclose(f_grid, structures["plates"].mean())

# Sum rule for the polarization energy, then optimum of the trial functional.
for chi in structures.values():
    power = np.abs(np.fft.fftn(chi) / n**3) ** 2
    for axis in range(3):
        share = (power * q[axis]**2 / q2).sum()
        assert np.isclose(share, f_grid * (1 - f_grid) / 3, rtol=1e-10)
    k1, k2 = 1.0, 2.9
    contrast = k2 - k1
    best_low = -minimize_scalar(lambda p: -(
        k1 + 2*f_grid*p - f_grid*p*p/contrast - share*p*p/k1)).fun
    best_up = minimize_scalar(lambda p: (
        k2 + 2*(1 - f_grid)*p + (1 - f_grid)*p*p/contrast
        - share*p*p/k2)).fun
    assert np.allclose([best_low, best_up], hs_pair(k1, k2, f_grid), rtol=1e-9)

# Both structures obey the bounds, at weak and at strong contrast.
position = {}
for name, chi in structures.items():
    for k1, k2 in [(1.0, 1.01), (2.3, 2.9), (1.0, 2.9)]:
        value = grid_permittivity(k1 + (k2 - k1) * chi)
        low, up = hs_pair(k1, k2, f_grid)
        assert low < value < up
        position[name, k1, k2] = (value - low) / (up - low)
    small = 0.01
    second = (grid_permittivity(1 + small*chi) - 1 - f_grid*small) / small**2
    # the third-order term changes this by less than one per cent
    assert abs(second / (-f_grid*(1 - f_grid)/3) - 1) < 0.02
assert abs(position["cubes", 1.0, 1.01] - position["plates", 1.0, 1.01]) > 0.05


def structure_difference(d):
    return abs(grid_permittivity(1 + d*structures["plates"])
               - grid_permittivity(1 + d*structures["cubes"]))


difference_order = np.log2(structure_difference(0.01)
                           / structure_difference(0.005))
assert abs(difference_order - 3) < 0.05

# A laminate is not isotropic and must leave the bounds on both sides.
layers = np.zeros((n, n, n))
layers[:8] = 1.0
f_lam = layers.mean()
perm_lam = 1.0 + 1.9 * layers
across, along = grid_permittivity(perm_lam, 0), grid_permittivity(perm_lam, 1)
low, up = hs_pair(1.0, 2.9, f_lam)
assert across < low and along > up
assert np.isclose(along - across,
                  f_lam*(1 - f_lam)*1.9**2 / (1 + (1 - f_lam)*1.9), rtol=1e-9)

# ---- worked example: film before and after removal of the porogen ------
k_matrix, k_porogen, k_pore = 2.9, 2.3, 1.0
f_matrix, thickness, pore_size = 0.70, 200e-9, 2e-9
print("INPUTS (rough typical values; permittivities relative)")
print(f"matrix {k_matrix:.1f}, porogen {k_porogen:.1f}, pore {k_pore:.1f}")
print(f"matrix volume fraction f = {f_matrix:.2f}")
print(f"film thickness {thickness*1e9:.0f} nm, pore size {pore_size*1e9:.0f} nm")
middle = {}
for label, k1 in (("BEFORE CURE", k_porogen), ("AFTER CURE", k_pore)):
    d = k_matrix - k1
    low, up = hs_pair(k1, k_matrix, f_matrix)
    gap, lead = up - low, gap_leading(k1, d, f_matrix)
    middle[label] = 0.5 * (low + up)
    laminate = (f_matrix*k_matrix + (1 - f_matrix)*k1
                - 1 / (f_matrix/k_matrix + (1 - f_matrix)/k1))
    shift_k = hs_pair(k1, k_matrix + 0.05, f_matrix)[0] - low
    shift_f = hs_pair(k1, k_matrix, f_matrix + 0.01)[0] - low
    print(f"{label}: k = {k1:.1f}, d = {d:.1f}, d/k = {d/k1:.3f}")
    print(f"  volume average of permittivity = "
          f"{f_matrix*k_matrix + (1 - f_matrix)*k1:.4f}")
    print(f"  X_L = {3*k1 + (1 - f_matrix)*d:.3f}, "
          f"X_U = {3*k1 + (3 - f_matrix)*d:.3f}")
    print(f"  lower bound = {low:.5f}, upper bound = {up:.5f}")
    print(f"  exact gap = {gap:.6f}, leading term = {lead:.6f}")
    print(f"  leading term / exact gap = {lead/gap:.3f}")
    print(f"  gap / middle of bounds = {100*gap/middle[label]:.3f} %")
    print(f"  capacitance per area at middle = "
          f"{epsilon_0*middle[label]/thickness*1e3:.4f} fF/um^2")
    print(f"  gap in capacitance per area = "
          f"{epsilon_0*gap/thickness*1e6:.4f} aF/um^2")
    print(f"  laminate range (isotropy lost) = {laminate:.4f}")
    print(f"  two surface layers one pore thick, at most about "
          f"{laminate*2*pore_size/thickness:.5f}")
    print(f"  lower-bound shift, matrix permittivity +0.05: {shift_k:.4f}")
    print(f"  lower-bound shift, matrix fraction +0.01: {shift_f:.4f}")

print("OTHER NEGLECTED EFFECTS AFTER CURE")
k_water, water_fraction = 80.0, 0.01
host = middle["AFTER CURE"]
wet_low, wet_up = hs_pair(host, k_water, water_fraction)
print(f"water: permittivity {k_water:.0f} (rough), "
      f"{100*water_fraction:.0f} % of film volume")
print(f"  rise of permittivity: {wet_low-host:.3f} (droplets) "
      f"to {wet_up-host:.3f} (connected films)")
voltage, spacing, breakdown = 1.0, 40e-9, 4.0
applied = voltage / spacing / 1e8
pore_factor = coated_sphere(k_pore, k_matrix, 1 - f_matrix)[1]
print(f"applied field, {voltage:.0f} V across {spacing*1e9:.0f} nm = "
      f"{applied:.3f} MV/cm")
print(f"  pore field / applied field = {pore_factor:.3f}; "
      f"pore field = {applied*pore_factor:.3f} MV/cm")
print(f"  pore field / rough breakdown field of {breakdown:.0f} MV/cm = "
      f"{applied*pore_factor/breakdown:.3f}")

print("REACH OF THE CUBIC LAW at f = 0.70, coated-sphere gap, k = 1")
for d in (0.03, 0.1, 0.3, 1.0):
    s_low, s_up = sphere_pair(1.0, 1.0 + d, f_matrix)
    print(f"  d/k = {d:.2f}: gap = {s_up-s_low:.4e}, leading/gap = "
          f"{gap_leading(1.0, d, f_matrix)/(s_up-s_low):.4f}")
limit = brentq(lambda x: gap_leading(1.0, x, f_matrix)
               / gap_closed(1.0, x, f_matrix) - 1.1, 1e-3, 1.0)
print(f"  leading term 10 % too large at d/k = {limit:.4f}")

print(f"GRID STRUCTURES, {n}^3 points, fraction of phase 2 = {f_grid:.3f}")
for name in structures:
    print(f"  {name}: position in gap (0 lower, 1 upper) = "
          f"{position[name, 1.0, 1.01]:.3f} at k=1, d=0.01; "
          f"{position[name, 1.0, 2.9]:.3f} at k=1, d=1.9")
print(f"  order in d of their difference = {difference_order:.3f}")
print(f"  laminate, f = {f_lam:.3f}, k=1, d=1.9: across {across:.4f}, "
      f"along {along:.4f}")
lam_low, lam_up = hs_pair(1.0, 2.9, f_lam)
print(f"  isotropic bounds at that f: {lam_low:.4f} to {lam_up:.4f}")
print("every check passed")
```

Printed output:

```
INPUTS (rough typical values; permittivities relative)
matrix 2.9, porogen 2.3, pore 1.0
matrix volume fraction f = 0.70
film thickness 200 nm, pore size 2 nm
BEFORE CURE: k = 2.3, d = 0.6, d/k = 0.261
  volume average of permittivity = 2.7200
  X_L = 7.080, X_U = 8.280
  lower bound = 2.70932, upper bound = 2.71087
  exact gap = 0.001548, leading term = 0.001905
  leading term / exact gap = 1.231
  gap / middle of bounds = 0.057 %
  capacitance per area at middle = 0.1200 fF/um^2
  gap in capacitance per area = 0.0685 aF/um^2
  laminate range (isotropy lost) = 0.0305
  two surface layers one pore thick, at most about 0.00061
  lower-bound shift, matrix permittivity +0.05: 0.0332
  lower-bound shift, matrix fraction +0.01: 0.0062
AFTER CURE: k = 1.0, d = 1.9, d/k = 1.900
  volume average of permittivity = 2.3300
  X_L = 3.570, X_U = 7.370
  lower bound = 2.11765, upper bound = 2.22714
  exact gap = 0.109490, leading term = 0.320087
  leading term / exact gap = 2.923
  gap / middle of bounds = 5.040 %
  capacitance per area at middle = 0.0962 fF/um^2
  gap in capacitance per area = 4.8472 aF/um^2
  laminate range (isotropy lost) = 0.4829
  two surface layers one pore thick, at most about 0.00966
  lower-bound shift, matrix permittivity +0.05: 0.0246
  lower-bound shift, matrix fraction +0.01: 0.0220
OTHER NEGLECTED EFFECTS AFTER CURE
water: permittivity 80 (rough), 1 % of film volume
  rise of permittivity: 0.061 (droplets) to 0.528 (connected films)
applied field, 1 V across 40 nm = 0.250 MV/cm
  pore field / applied field = 1.180; pore field = 0.295 MV/cm
  pore field / rough breakdown field of 4 MV/cm = 0.074
REACH OF THE CUBIC LAW at f = 0.70, coated-sphere gap, k = 1
  d/k = 0.03: gap = 1.2280e-06, leading/gap = 1.0261
  d/k = 0.10: gap = 4.2915e-05, leading/gap = 1.0874
  d/k = 0.30: gap = 9.9455e-04, leading/gap = 1.2669
  d/k = 1.00: gap = 2.4014e-02, leading/gap = 1.9433
  leading term 10 % too large at d/k = 0.1142
GRID STRUCTURES, 15^3 points, fraction of phase 2 = 0.512
  cubes: position in gap (0 lower, 1 upper) = 0.062 at k=1, d=0.01; 0.065 at k=1, d=1.9
  plates: position in gap (0 lower, 1 upper) = 0.569 at k=1, d=0.01; 0.617 at k=1, d=1.9
  order in d of their difference = 2.993
  laminate, f = 0.533, k=1, d=1.9: across 1.5371, along 2.0133
  isotropic bounds at that f: 1.7822 to 1.8964
every check passed
```
